# Persistent circulation of thermal radiation among three magneto-optical particles

Three identical magneto-optical spheres of radius $a$ sit at the corners of an equilateral triangle of side $d$, numbered 1, 2, 3 counterclockwise. A static field $B$ points along the normal $+z$. Spheres and surrounding radiation share one temperature $T$. Let $\mathcal T_{ij}(\omega)$ be the dimensionless transmission from thermal sources in $j$ to absorption in $i$. The quantity sought is $D=\mathcal T_{21}-\mathcal T_{12}$.

## What symmetry and dimensions fix

Reflection in the plane that bisects side 12 exchanges particles 1 and 2. A magnetic field is an axial vector, so the reflection reverses $B$. Hence $\mathcal T_{21}(B)=\mathcal T_{12}(-B)$, and $D$ is odd in $B$.

Let $\alpha_\pm$ be the polarizability volumes for the polarizations $\mathbf e_\pm=(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$, and $\gamma_\pm=\operatorname{Im}\alpha_\pm$. Reversing $B$ exchanges $\alpha_+$ and $\alpha_-$, so $D$ is antisymmetric in them. The direct path between two identical particles is the same both ways, so the difference must involve the third. Its lowest-order term has one loss factor at the emitter, one at the absorber, one polarizability at the third particle, and three near-field couplings of size

$$s=\frac1{4\pi d^3}.$$

The near-field couplings are real apart from angular phases. Reversing the route conjugates these phases, so the difference of routes carries a factor $i$ and selects $\operatorname{Im}\alpha$ at the third particle. The antisymmetric cubic forms are then $\gamma_+^3-\gamma_-^3$ and $\gamma_+\gamma_-(\gamma_+-\gamma_-)$. If one circular polarization alone responds, its coupling does not depend on bond direction and the two routes are equal. This excludes the first form:

$$D=C\,s^3\gamma_+\gamma_-(\gamma_+-\gamma_-).$$

Two derivations follow. Each gives $C=27\sqrt3$ and zero net heating.

## First derivation: fluctuating dipoles and paths

**Power from one source.** Fields vary as $e^{-i\omega t}$, the spheres are point electric dipoles, and $X^a=(X-X^\dagger)/2i$. With block matrices over the particles,

$$p=p^s+\varepsilon_0AE,\qquad E=E^b+gp/\varepsilon_0 .$$

Here $A$ is block diagonal, $p^s$ are the thermal sources, $E^b$ is the background field, and $g$ is $k^2$ times the vacuum Green tensor, with $k=\omega/c$. Its self block $ik^3/6\pi$ describes radiation damping. Eliminating $p$ gives $(1-gA)E=E^b+gp^s/\varepsilon_0$, so

$$E=ME^b+Kp^s/\varepsilon_0,\quad M=(1-gA)^{-1},\quad K=Mg.$$

The fluctuation-dissipation theorem gives the two-sided symmetrized spectrum

$$\langle p^sp^{s\dagger}\rangle=\frac{2\Theta}{\omega}\varepsilon_0A^a .$$

The anti-Hermitian part enters because it determines absorption; for a nonsymmetric $A$ it differs from the elementwise imaginary part. For heat exchange I keep the thermal part $\Theta=\hbar\omega n$, with $n=1/(e^{\hbar\omega/k_BT}-1)$.

The material of $i$ absorbs $\operatorname{Re}[E_i^\dagger(-i\omega\varepsilon_0A_i)E_i]=\omega\varepsilon_0E_i^\dagger A_i^aE_i$. Insert $E_i=K_{ij}p^s_j/\varepsilon_0$ and the source spectrum. The factors $\omega$ and $\varepsilon_0$ cancel, and adding negative frequencies doubles the factor 2:

$$P_{j\to i}=\int_0^\infty\frac{d\omega}{2\pi}\Theta\,\mathcal T_{ij},\qquad
\mathcal T_{ij}=4\operatorname{Tr}[A_i^aK_{ij}A_j^aK_{ij}^\dagger].$$

**Zero net heating.** Since $M^{-1}K=g$,

$$M^{-1}(K-K^\dagger)M^{-1\dagger}
=g(1-A^\dagger g^\dagger)-(1-gA)g^\dagger .$$

The right side is $g-g^\dagger+g(A-A^\dagger)g^\dagger$. Dividing by $2i$ and restoring the outer factors gives

$$K^a=KA^aK^\dagger+Mg^aM^\dagger .$$

Likewise $K=gM'$ with $M'=(1-Ag)^{-1}$. Multiplying $K-K^\dagger$ by $M'^{-1\dagger}$ on the left and $M'^{-1}$ on the right gives $(1-g^\dagger A^\dagger)g-g^\dagger(1-Ag)$, hence

$$K^a=K^\dagger A^aK+M'^\dagger g^aM' .$$

Take the $ii$ block of both forms, multiply by $4A_i^a$ and trace. The first terms give $\sum_j\mathcal T_{ij}$ and $\sum_j\mathcal T_{ji}$. The second terms are absorption from the surroundings, whose field spectrum is $(2\Theta/\omega)g^a/\varepsilon_0$, and emission to them, since dipoles $p=M'p^s$ radiate in proportion to $p^\dagger g^ap$. Therefore

$$\sum_j\mathcal T_{ij}+\mathcal T_{i,\rm env}=\sum_j\mathcal T_{ji}+\mathcal T_{{\rm env},i}.$$

The self term $j=i$ cancels. At equal temperatures every term carries the same $\Theta$, so net heating vanishes at each frequency, even in an irregular arrangement.

**Interference of paths.** Now neglect retardation. The coupling along a unit vector $\mathbf n$ at in-plane angle $\phi$ is $g=s(3\mathbf n\mathbf n-1)$. In the circular basis,

$$g_{++}=g_{--}=\frac s2,\qquad g_{+-}=g_{-+}^*=\frac{3s}{2}e^{-2i\phi}.$$

The $z$ polarization decouples and its coupling is independent of bond direction, so it drops out of $D$. To second order,

$$K_{21}=g_{21}+g_{23}A_3g_{31}.$$

With $\Gamma=A^a$, the route-dependent part of $\mathcal T_{21}$ is $8\operatorname{Re}U$, where

$$U=\operatorname{Tr}[\Gamma g_{23}Ag_{31}\Gamma g_{12}].$$

The bonds 12, 23, 31 have $\phi=0,2\pi/3,4\pi/3$. Each term of $U$ assigns a polarization to particles 2, 3 and 1. If all are equal, there is no angular phase. If one differs, two links flip polarization and one does not, with magnitude $(3/2)^2(1/2)s^3=9s^3/8$. For a single $+$ on particle 2 the phase is $e^{-4\pi i/3}=w$, where $w=e^{2\pi i/3}$. For a single $+$ on 3 it is $e^{4\pi i/3-8\pi i/3}=w$, and on 1 it is $e^{8\pi i/3}=w$. A single $-$ gives $w^*$. Thus the direction-dependent part is

$$U=\tfrac98s^3[w(2\gamma_+\gamma_-\alpha_-+\gamma_-^2\alpha_+)
+w^*(2\gamma_+\gamma_-\alpha_++\gamma_+^2\alpha_-)].$$

The opposite route exchanges $w$ and $w^*$. Since $w-w^*=i\sqrt3$ and $\operatorname{Re}(iX)=-\operatorname{Im}X$,

$$D=-9\sqrt3s^3\operatorname{Im}[2\gamma_+\gamma_-(\alpha_--\alpha_+)+\gamma_-^2\alpha_+-\gamma_+^2\alpha_-].$$

The imaginary part is $3\gamma_+\gamma_-(\gamma_--\gamma_+)$, so

$$\boxed{D=\frac{27\sqrt3\,\gamma_+\gamma_-(\gamma_+-\gamma_-)}{(4\pi d^3)^3}}$$

to leading order in $|\alpha_\pm|s\ll1$.

## Second derivation: energy channels and collective modes

**Balance from energy conservation.** Represent loss in the particles by channels carrying incoming amplitudes $a_c$ and outgoing amplitudes $b_c$. Let $L=\sqrt\Gamma$, which exists for a passive material. In units that absorb $\varepsilon_0$ and a common power factor, set

$$p^s=2La_c,\qquad b_c=a_c+iLE .$$

The energy gained by these channels is

$$|b_c|^2-|a_c|^2=-2\operatorname{Im}(a_c^\dagger LE)+E^\dagger\Gamma E
=\operatorname{Im}[E^\dagger(p^s+AE)]=\operatorname{Im}(E^\dagger p).$$

For radiation write $g^a=RR^\dagger$, possible because radiated power is nonnegative, and set $E^b=2Ra_r$, $b_r=a_r+iR^\dagger p$. The radiation channels gain $p^\dagger g^ap-\operatorname{Im}(E^{b\dagger}p)$. Since $E=E^b+gp$, this is $-\operatorname{Im}(E^\dagger p)$. The two gains cancel for every input.

The finite square matrix $S$ from all inputs to all outputs therefore satisfies $S^\dagger S=1$, and hence $SS^\dagger=1$. Its block between different particles is $S_{ij}=2iL_iK_{ij}L_j$, so $\operatorname{Tr}S_{ij}S_{ij}^\dagger=\mathcal T_{ij}$. In equilibrium each channel brings in power $\Theta\,d\omega/2\pi$. Unit row sums of $|S|^2$ make each outgoing channel carry the same power, and the net heating is zero.

**Circulation from collective modes.** Without retardation, threefold symmetry allows modes labelled $m=0,\pm1$. For polarization $\sigma=\pm1$ on particle $j$, take amplitudes

$$p_{j\sigma}=u_\sigma w^{(m-\sigma)j}.$$

The bond phases can be written $e^{-2i\sigma\phi_{jl}}=w^{-\sigma(j+l)}$: the three bonds give $1,w^\sigma,w^{-\sigma}$ as required. A polarization flip then contributes

$$w^{-\sigma(j+l)}w^{(m+\sigma)l}=w^{(m-\sigma)j}w^{m(l-j)},$$

so $g$ maps each mode family to itself. Summing over the two neighbours gives

$$g_m=\frac s2\begin{pmatrix}C_{m-1}&3C_m\\3C_m&C_{m+1}\end{pmatrix},\qquad C_n=2\cos\frac{2\pi n}{3}.$$

Explicitly, $g_m=(s/2)G_m$ with

$$G_0=\begin{pmatrix}-1&6\\6&-1\end{pmatrix},\quad
G_1=\begin{pmatrix}2&-3\\-3&-1\end{pmatrix},\quad
G_{-1}=\begin{pmatrix}-1&-3\\-3&2\end{pmatrix}.$$

Let $K_m=(1-g_mA)^{-1}g_m$. Returning to particles, and dropping phases that do not affect moduli,

$$|K_{2\sigma,1\tau}|=\tfrac13\Big|\sum_mw^mK_{m,\sigma\tau}\Big|,\qquad
|K_{1\sigma,2\tau}|=\tfrac13\Big|\sum_mw^{-m}K_{m,\sigma\tau}\Big|.$$

Subtracting the squares leaves cross terms with $w-w^*=i\sqrt3$:

$$D=-\frac{8\sqrt3}{9}\sum_{\sigma\tau}\gamma_\sigma\gamma_\tau
\operatorname{Im}[K_0^*K_1+K_1^*K_{-1}+K_{-1}^*K_0]_{\sigma\tau}.$$

Products in the bracket are elementwise. Within the nonretarded dipole model this formula does not require weak coupling.

For weak coupling $K_m\simeq g_m+g_mAg_m$, so $\operatorname{Im}K_m=(s/2)^2Q_m$ with $Q_m=G_m\Gamma G_m$. The bracket's imaginary part is $(s/2)^3Y$, where

$$Y=Q_0(G_{-1}-G_1)+Q_1(G_0-G_{-1})+Q_{-1}(G_1-G_0),$$

again elementwise. Its entries are

$$\begin{aligned}
Y_{++}&=-3(\gamma_++36\gamma_-)+3(\gamma_++9\gamma_-)=-81\gamma_-,\\
Y_{--}&=3(36\gamma_++\gamma_-)-3(9\gamma_++\gamma_-)=81\gamma_+,\\
Y_{+-}&=9(-6\gamma_++3\gamma_-)-9(3\gamma_+-6\gamma_-)=-81(\gamma_+-\gamma_-),
\end{aligned}$$

and $Y_{-+}=Y_{+-}$. Consequently

$$\sum_{\sigma\tau}\gamma_\sigma\gamma_\tau Y_{\sigma\tau}=-243\gamma_+\gamma_-(\gamma_+-\gamma_-).$$

Multiplication by $-(8\sqrt3/9)(s^3/8)$ gives $27\sqrt3\,s^3\gamma_+\gamma_-(\gamma_+-\gamma_-)$, as before.

## What the two derivations assume

Both use linear local response, point dipoles and one common temperature. The first assigns each source its fluctuation spectrum; its path expansion needs weak coupling. The second replaces that spectrum by equally filled channels and energy conservation. Its mode formula keeps strong coupling but needs identical particles, threefold symmetry and no retardation.

The balance also shows why three particles matter. Without radiation, $D_{ij}=\mathcal T_{ij}-\mathcal T_{ji}$ is antisymmetric with zero row sums. For two particles it vanishes. For three, the row sums force $D_{21}=D_{32}=D_{13}$, even in an irregular triangle. With radiation, threefold symmetry ensures this equality for the equilateral case.

An in-plane field gives no circulation. Reflection in the triangle's plane reverses that field without moving the particles, so $\mathcal T_{ij}(B)=\mathcal T_{ij}(-B)$. Microscopic reversibility gives $A(-B)=A(B)^T$; since $g=g^T$, $K$ is also transposed, and transposing the trace gives $\mathcal T_{ij}(-B)=\mathcal T_{ji}(B)$. The two relations together give $D_{ij}=0$.

## Exchange by source is not mean work flow

The current $J=P_{1\to2}-P_{2\to1}$ sorts absorbed energy by its source. A different quantity is the mean work $F$ done on dipole 2 by the field of dipole 1. Neglect retardation and let $\chi=(1-Ag)^{-1}A$. The total dipoles have spectrum $(2\Theta_s/\omega)\varepsilon_0\chi^a$, where $\Theta_s=\hbar\omega(n+1/2)$ includes zero-point motion. Averaging $E\cdot\dot p$ gives the spectrum $4\operatorname{Im}\operatorname{Tr}[g_{12}(\chi^a)_{21}]$, which multiplies $\Theta_s\,d\omega/2\pi$.

The two-particle term has a real trace and contributes nothing. For the three-particle term, let $V=\operatorname{Tr}[g_{12}Ag_{23}Ag_{31}A]$ and let $\bar V$ be the reversed route. The spectrum is $-2\operatorname{Re}(V-\bar V)$. The phase count above, with each $\gamma$ replaced by $\alpha$, gives

$$V-\bar V=\frac{27i\sqrt3}{8}s^3\alpha_+\alpha_-(\alpha_--\alpha_+).$$

With $f=\alpha_+\alpha_-(\alpha_+-\alpha_-)$, the work spectrum is therefore $-(27\sqrt3/4)s^3\operatorname{Im}f$.

Causality makes $f$ analytic in the upper half-plane, and in the model below it falls as $\omega^{-3}$. Reality gives $\alpha_+(-\omega)=\alpha_-(\omega)^*$, so $\operatorname{Im}f$ is even and the integral can run over all frequencies with a factor $1/2$. Use

$$\Theta_s=k_BT\Big[1+2\sum_{n\ge1}\frac{\omega^2}{\omega^2+\xi_n^2}\Big],\qquad \xi_n=\frac{2\pi nk_BT}{\hbar}.$$

Closing the contour above, the constant term gives zero and the pole at $i\xi_n$ gives $-\xi_nf(i\xi_n)$ for the integral over $d\omega/2\pi$. Hence

$$F=\frac{27\sqrt3}{8}s^3k_BT\sum_{n\ge1}\xi_n\operatorname{Im}f(i\xi_n).$$

The classical work flow, with $\Theta_s=k_BT$, vanishes at this order. The source-resolved $J$ has no such protection: its leading spectrum $\gamma_+\gamma_-(\gamma_+-\gamma_-)$ is not $\operatorname{Im}f$, so this contour argument does not apply to it. In the worked case below, the classical integral of this leading spectrum keeps 30% of the absolute area.

## A worked case with doped-semiconductor parameters

Take $a=200$ nm, $d=800$ nm, $T=300$ K and $B=1$ T. The material parameters are rough values in the regime of n-doped indium antimonide, whose small electron mass gives a strong cyclotron response: density $10^{17}$ cm$^{-3}$, mass $m=0.02\,m_e$ and bulk mobility $30000$ cm$^2$/Vs. The model is

$$\varepsilon_\pm=\varepsilon_L-\frac{\omega_p^2}{\omega(\omega\mp\omega_c+i\nu)},\qquad
\alpha_\pm=4\pi a^3\frac{\varepsilon_\pm-1}{\varepsilon_\pm+2},$$

with $\omega_p^2=Ne^2/(\varepsilon_0m)$ for electron density $N$, and $\omega_c=eB/m$. The lattice part is

$$\varepsilon_L=\varepsilon_\infty\Big[1+\frac{\omega_L^2-\omega_T^2}{\omega_T^2-\omega^2-i\Gamma_L\omega}\Big].$$

Here $\varepsilon_\infty=16$, the phonon energies are 24 and 22 meV, and $\hbar\Gamma_L=0.35$ meV. The cyclotron energy is 5.79 meV; electron damping is 4.65 meV, including 2.72 meV from surface scattering.

The largest $|D|$ occurs at 25.35 meV. There $\gamma_+/(4\pi a^3)=0.335$ and $\gamma_-/(4\pi a^3)=1.651$. Since $4\pi a^3s=(a/d)^3=1/64$,

$$D\simeq\frac{27\sqrt3}{64^3}(0.335)(1.651)(0.335-1.651)=-1.30\times10^{-4}.$$

The full retarded dipole calculation gives $-1.22\times10^{-4}$. Integrated over frequency,

$$J=5572.3-5595.1=-22.8\ \text{fW}=-1.42\times10^5\ \text{eV/s}.$$

The negative sign means circulation $1\to3\to2\to1$, opposite to the electrons' cyclotron rotation. It is 0.41% of the one-way power. Positive and negative spectral parts, 28.1 and $-50.9$ fW, partly cancel. The leading law gives $-26.8$ fW, 17% larger in magnitude than the full dipole result. The gap comes from higher-order coupling: the all-order dipole result without retardation is $-22.75$ fW.

With other parameters fixed, $J$ is $-8.3$, $-15.8$, $-22.8$ and $-18.3$ fW at 0.25, 0.5, 1 and 2 T. The magnitude is therefore not monotonic in the field.

The circulation leaves no net heat to collect. Its temperature derivative can be inferred by warming particle 1 alone by $\delta T$. Rotation gives $\mathcal T_{31}=\mathcal T_{12}$, so with material properties fixed

$$P_2-P_3=\delta T\int_0^\infty\frac{d\omega}{2\pi}\frac{\partial\Theta}{\partial T}(\mathcal T_{21}-\mathcal T_{12})=\delta T\frac{dJ}{dT}.$$

The computed heating rates are 28.51 and 28.62 fW/K, a difference of $-0.111$ fW/K. A spacing error of less than a nanometre can produce a difference of the same size. Reversing $B$ helps to separate the two, because the circulation changes sign.

The leading-order work flow is $F=-4.2$ fW. Its first Matsubara energy is $2\pi(25.85)\simeq162$ meV, near the rough 170 meV band gap. Omitted interband response could therefore change $F$ appreciably. Retardation matters too: at this energy $\xi_1d/c\simeq0.66$ is not small, so the nonretarded value of $F$ is not quantitative at this spacing.

For a real doped sphere, surface depletion is a serious omission. For an assumed 0.1 V band bending, the model's static permittivity $\varepsilon_L(0)\simeq19$ gives a planar depletion width of 46 nm and leaves about 46% of the volume undepleted. With $\varepsilon_\infty=16$ in its place, as in the program, the values are 42 nm and 49%. Lowering the electron density uniformly to 49% of its original value, a crude substitute for a depleted shell, changes $J$ to $-14.8$ fW. A 20% larger mass gives $-19.9$ fW. The point-dipole truncation is not converged at $d=4a$. Although $(a/d)^2=0.06$, the dipole-quadrupole terms carry a weight near $5(a/d)^2$. Without retardation, including multipoles up to $l=5$ in the same local model changes $J$ from $-22.75$ to $-33.0$ fW and the one-way power from 5555 to 7589 fW; their ratio moves only from 0.41% to 0.44%. The nonlocality ratio 0.11, the thermal speed divided by $\omega a$ at the peak of $|D|$, indicates a further correction, not its exact effect on $J$. The electrons are partly degenerate, with zero-temperature Fermi energy $1.5\,k_BT$ and chemical potential about $0.8\,k_BT$ at 300 K, so the thermal speed used for surface scattering is also approximate. The surface term itself is a rough guess: the dipole $J$ is $-15.5$ fW without it and $-17.7$ fW with it doubled. Uniform dilution also does not reproduce a carrier-free shell around a doped core. A coated-sphere dipole with the same damping gives $-7.9$ fW for a 49% core and $-7.4$ fW for a 46% core; spherical geometry widens the depleted layer to about 50 nm, leaving 42%. The dipole value of about 20 fW is therefore an order-of-magnitude estimate: multipoles raise it to about 33 fW for undepleted spheres, and depletion cuts the dipole value to about a third. It is not a prediction for real doped spheres. The remaining computed values are in the numerical output.

## Table of computed values

```
radius, spacing: 200, 800 nm
temperature, field: 300 K, 1.0 T
electron density: 1.0e+17 cm^-3; mass ratio 0.020
bulk mobility: 30000 cm^2/(V s)
eps_inf: 16.0; LO, TO phonon: 24.0, 22.0 meV
phonon damping: 0.35 meV
cyclotron energy: 5.788 meV
electron damping, bulk + surface: 4.647 meV
surface part of damping: 2.718 meV
photon energy at largest |T21-T12|: 25.35 meV
T21 there: 3.67986e-03; T12 there: 3.80146e-03
T21-T12 there: -1.2160e-04
leading law there: -1.2981e-04
alpha+/(4 pi a^3) there: 1.4047 + 0.3350 i
alpha-/(4 pi a^3) there: 0.8008 + 1.6508 i
power 1 to 2: 5572.2658 fW
power 2 to 1: 5595.0691 fW
circulation J (positive 1-2-3): -22.80322 fW = -1.4233e+05 eV/s
J / power 1 to 2: -4.0923e-03
positive, negative spectral parts of J: 28.12392, -50.92714 fW
J from leading law: -26.78800 fW
largest net heating / |J|: 2.0e-14
J at 0.25 T: -8.30467 fW
J at 0.50 T: -15.75005 fW
J at 2.00 T: -18.29939 fW
particle 1 warmer: heating of 2, 3: 28.509762, 28.620990 fW/K
their difference = dJ/dT: -1.1123e-01 fW/K
mean work flow F, 1 to 2, leading order: -4.23027 fW
F from Matsubara sum: -4.23021 fW
classical net/absolute area, work flow: 3.5e-11
classical net/absolute area, source-resolved: 0.3030
law errors at d=12a (exchange, work): 6.16e-04, 1.98e-06
law errors at d=24a (exchange, work): 7.71e-05, 3.10e-08
thermal energy kT: 25.85 meV; kT/gap (gap 0.17 eV): 0.152
zero-temperature Fermi energy / kT: 1.519
cyclotron energy / kT: 0.224
nonlocality speed/(omega a): 0.107
multipole size (a/d)^2: 0.0625
retardation omega d/c: 0.1028
magnetic/electric dipole loss: 2.39e-04
depletion width at 0.1 V bending: 42.1 nm
undepleted volume fraction: 0.493
J with density lowered by that fraction: -14.82082 fW
J with mass raised by 20 percent: -19.91047 fW
```
